# Infrared Emissivity and Absorbed Sunlight in Daytime Radiative Cooling

**Q:** I want a roof coating that stays colder than the air at noon, without power. I have found a white paint with infrared emissivity 0.95. At 300 K a black surface emits 459 W/m², so mine emits \(0.95\times459.3 = 436\) W/m². Suppose it absorbs ten percent of 1000 W/m² of sunlight. That costs 100 W/m² and leaves me 336 W/m² of cooling. Surely the emissivity settles the matter?

**A:** Your emission figure is right, but an income is missing. The air above the roof is warm and radiates downwards. A surface that emits well in the infrared also absorbs well there, so your paint takes up most of that radiation. We need the difference between the two flows before we subtract any sunlight.

**Q:** If good emitters are good absorbers, how can a paint with emissivity 0.95 absorb a mere tenth of the sunlight?

**A:** Kirchhoff's law equates emissivity and absorptivity at the same wavelength and in the same direction. Sunlight and the radiation of a roof occupy almost separate ranges. For a blackbody at 5800 K, a rough stand-in for the Sun, 0.96 % of the power lies beyond 4 µm. For one at 300 K, 0.21 % lies below 4 µm. The solar absorptance \(\alpha\) is an average over the first range and the thermal emissivity \(\varepsilon\) an average over the second, so knowing \(\varepsilon\) tells you very little about \(\alpha\). White paint and black paint can both have \(\varepsilon\approx0.95\).

**Q:** Then let us do the infrared account properly. How much does the sky send back?

**A:** We need a model of the sky. Take a horizontal surface with an open view and an insulated back. Let the air be a layer at the air temperature \(T_a\), opaque in the infrared except between 8 and 13 µm, the atmospheric window. There a fraction \(t\) of vertical radiation passes through, taken to be the same at every wavelength of the window. I neglect scattering and the faint radiation from space.

A ray at zenith angle \(\theta\) crosses a path longer by \(1/\mu\), where \(\mu=\cos\theta\). With the optical depth \(\tau=-\ln t\), its transmittance is

\[
e^{-\tau/\mu}=t^{1/\mu}.
\]

What the layer does not transmit it absorbs, so by Kirchhoff's law its emissivity in that direction is \(1-t^{1/\mu}\).

Now add up the directions. Blackbody radiance is the same in every direction. If \(M_\lambda(T)\) is the blackbody power per unit area and wavelength, the radiance is \(M_\lambda/\pi\). The flux on a horizontal surface carries a factor \(\mu\) for the tilt, and the solid angle is \(2\pi\,d\mu\). Each direction therefore has weight \(2\mu\,d\mu\), and these weights integrate to 1 over the hemisphere.

Let the surface be at temperature \(T\), with an emissivity \(\varepsilon_\lambda\) that depends on neither angle nor temperature. Its net infrared loss is

\[
R(T)=\int d\lambda\,\varepsilon_\lambda\left[M_\lambda(T)-M_\lambda(T_a)\int_0^1 2\mu\,(1-t_\lambda^{1/\mu})\,d\mu\right],
\]

with \(t_\lambda=t\) in the window and \(t_\lambda=0\) outside.

**Q:** That depends on the temperature I am trying to find.

**A:** Evaluate it first at \(T=T_a\), the dividing line between cooling below the air and failing to. Outside the window the angular integral is 1, so the bracket is \(M_\lambda(T_a)-M_\lambda(T_a)=0\). The surface and the opaque air exchange equal amounts. Inside the window the 1 in the angular integral cancels the emission again, and what survives is the transmitted part:

\[
R_0\equiv R(T_a)=\varepsilon_w M_w\int_0^1 2\mu\,e^{-\tau/\mu}\,d\mu .
\]

Here \(M_w\) is the blackbody exitance between 8 and 13 µm at \(T_a\), and \(\varepsilon_w\) is the emissivity there, taken as constant across the window. Substitute \(u=1/\mu\), so that \(d\mu=-du/u^2\). The limits 0 and 1 become \(\infty\) and 1, and the minus sign restores their order:

\[
\int_0^1 2\mu\,e^{-\tau/\mu}\,d\mu=2\int_1^\infty\frac{e^{-\tau u}}{u^3}\,du=2E_3(\tau),
\qquad R_0=\varepsilon_w M_w\,2E_3(\tau).
\]

\(E_3\) is the third exponential integral. For a perfectly clear window \(\tau=0\) and \(2E_3=1\), as it should be.

**Q:** And \(M_w\)?

**A:** It comes from Planck's law,

\[
M_\lambda(T)=\frac{2\pi hc^2}{\lambda^5}\,\frac{1}{e^{hc/\lambda kT}-1},
\]

where \(h\) is Planck's constant. Put \(y=hc/(\lambda kT)\). Then \(\lambda^{-5}=(kT/hc)^5y^5\) and \(|d\lambda|=(hc/kT)\,dy/y^2\), so the spectrum becomes a constant times \(y^3/(e^y-1)\,dy\). The integral of that function from 0 to \(\infty\) is \(\pi^4/15\). The fraction of the total \(\sigma T^4\) below wavelength \(\lambda\), which means above \(x=hc/(\lambda kT)\), is therefore

\[
F(x)=\frac{15}{\pi^4}\int_x^\infty\frac{y^3}{e^y-1}\,dy .
\]

Expand \(1/(e^y-1)=\sum_{n\ge1}e^{-ny}\). Integration by parts gives

\[
\int_x^\infty y^k e^{-ny}dy=\frac{x^k e^{-nx}}{n}+\frac kn\int_x^\infty y^{k-1}e^{-ny}dy ,
\]

and using it for \(k=3,2,1\) in turn yields

\[
F(x)=\frac{15}{\pi^4}\sum_{n=1}^\infty e^{-nx}\left(\frac{x^3}{n}+\frac{3x^2}{n^2}+\frac{6x}{n^3}+\frac{6}{n^4}\right).
\]

\(M_w\) is \(\sigma T_a^4\) times the difference of \(F\) between 13 and 8 µm. At 300 K it is 148.0 W/m², about a third of the total.

**Q:** So what is my budget on a good day?

**A:** Take \(t=0.80\), a rough value for a clear and fairly dry sky. Then \(\tau=0.2231\) and \(2E_3(\tau)=0.6780\). A perfect emitter has

\[
R_{\max}=148.0\times0.6780=100.3\ \text{W/m}^2,
\]

and your coating has \(R_0=0.95\times100.3=95.3\) W/m², if its emissivity is 0.95 inside the window too. A total emissivity of 0.95 does not guarantee that. The window holds only 32 % of the emission, so \(\varepsilon_w\) could lie anywhere from about 0.85 to 1, and \(R_0\) from 85 to 100 W/m². I take the paint as grey from here on.

The sky radiation you left out is \(S=459.3-100.3=359.0\) W/m². Your paint emits 436 W/m², absorbs \(0.95\times359.0=341\) W/m² from the sky, and keeps a net loss of 95 W/m². Ten percent of the sunlight is 100 W/m², or 105 % of that.

**Q:** So the whole budget is gone. But I evaluated nothing at the real roof temperature, and I ignored the wind. Might the roof still settle below the air?

**A:** Write the full balance, with net cooling counted as positive. Let \(G\) be the solar irradiance and \(h_c\ge0\) the heat transfer coefficient to the air:

\[
P(T)=R(T)-\alpha G-h_c(T_a-T).
\]

The last term is heat gained from the air when the surface is colder. In steady state \(P(T_s)=0\). Differentiate, remembering that the sky term does not depend on \(T\):

\[
\frac{dP}{dT}=\int\varepsilon_\lambda\frac{\partial M_\lambda}{\partial T}\,d\lambda+h_c>0,
\]

because a warmer blackbody emits more at every wavelength. So \(P\) rises steadily and crosses zero once. At air temperature the wind term vanishes and

\[
P(T_a)=R_0-\alpha G .
\]

If this is positive, the crossing lies below \(T_a\). If it is negative, the crossing lies above. Hence

\[
T_s<T_a\quad\text{if and only if}\quad \alpha<\alpha_c=\frac{R_0}{G}.
\]

For your coating \(\alpha_c=95.3/1000=9.5\,\%\). The wind coefficient has dropped out: wind pulls the surface towards air temperature from either side, but cannot carry it across.

As a test, the full balance was solved for the absorptance at which \(T_s=T_a\), with \(h_c=0\), 5 and 20 W/m²K and with the emissivity outside the window set to 0 or 0.95. All six cases gave 9.53 %.

**Q:** Then I shall look for a better emitter. With emissivity 1 I could afford more sunlight.

**A:** A little more. Since \(\varepsilon_w\le1\), the budget cannot exceed \(R_{\max}\), and the threshold moves from 9.5 % to 10.0 %. Beyond that no emissivity helps you get below air temperature, because the limit belongs to the sky. Even a perfectly transparent window, \(t=1\), would give 148 W/m² at 300 K in this model, hence a threshold of 14.8 %. At the other end, as \(t\to0\) the budget vanishes and any absorbed sunlight leaves the surface warmer than the air.

Compare the two properties point by point. At air temperature, one percentage point of emissivity earns \(R_{\max}/100\approx1\) W/m². One point of solar absorptance costs \(G/100=10\) W/m². Under this sky and this sun, a point of absorptance is worth ten points of emissivity.

**Q:** How warm or cold would actual coatings get?

**A:** For a grey surface, with the same \(\varepsilon\) at all thermal wavelengths, the infrared loss is \(R=\varepsilon(\sigma T^4-S)\). Put \(T=T_a+\Delta T\) and keep the first order, \(T^4\approx T_a^4+4T_a^3\Delta T\). Since \(\varepsilon(\sigma T_a^4-S)=R_0\), the balance becomes

\[
R_0+4\varepsilon\sigma T_a^3\,\Delta T-\alpha G+h_c\,\Delta T=0
\quad\Rightarrow\quad
\Delta T=\frac{\alpha G-R_0}{h_c+4\varepsilon\sigma T_a^3}.
\]

With \(h_c=10\) W/m²K, a rough figure for light wind, and a radiative coefficient of 5.82 W/m²K, the denominator is 15.82 W/m²K. For \(\alpha=0.20\),

\[
\Delta T=\frac{200-95.3}{15.82}=+6.6\ \text{K}.
\]

The full solutions, with emissivity 0.95 throughout and only \(\alpha\) changed, are:

- \(\alpha=0.04\): 3.5 K below the air
- \(\alpha=0.10\): 0.3 K above
- \(\alpha=0.20\): 6.5 K above
- \(\alpha=0.95\): 49 K above

The linear formula gives 6.62 K for the third case against 6.54 K in full. The next term in the expansion of \(T^4\) is \(3\Delta T/(2T_a)\), or 3.3 %, of the linear radiative term. That is \(0.033\times5.82\times6.62\approx1.3\) W/m² of extra emission, and dividing by 15.82 W/m²K gives the missing 0.08 K.

**Q:** All four have the same emissivity, and they span more than 50 K. So is emissivity useless by day?

**A:** No. That would be the opposite error. Differentiate the grey balance \(\varepsilon(\sigma T^4-S)-\alpha G+h_c(T-T_a)=0\) with respect to \(\varepsilon\), holding \(\alpha\), \(G\), \(h_c\) and the sky fixed:

\[
(\sigma T^4-S)+\left(4\varepsilon\sigma T^3+h_c\right)\frac{dT}{d\varepsilon}=0
\quad\Rightarrow\quad
\frac{dT}{d\varepsilon}=-\frac{\sigma T^4-S}{h_c+4\varepsilon\sigma T^3}.
\]

The numerator cannot be negative in steady state. Suppose \(\sigma T^4<S\). Since \(S\le\sigma T_a^4\), the surface would also be colder than the air. The first term of the balance would be negative and the other two at most zero, so they could not sum to zero. Higher grey emissivity therefore never warms the surface in this model.

For \(\alpha=0.20\), raising the emissivity from 0.50 to 0.95 lowers the excess over air temperature from 11.3 K to 6.5 K. That is worth having, yet the roof is still hotter than the air. "Cooler than a worse coating" and "cooler than the air" are different claims, and emissivity alone can deliver just the first when \(\alpha G\) exceeds \(R_{\max}\).

The exchange rate also shifts when the roof is hot. From the same balance, a point of absorptance is worth \(G/(\sigma T^4-S)\) points of emissivity. At 6.5 K above the air \(\sigma T^4\) is about 501 W/m², so the rate falls from ten to about seven.

**Q:** I have seen a similar paint get colder than the air. It was after sunset, though.

**A:** That fits the balance. Set \(G=0\) and keep the same air and sky. Every coating in the list then settles 6.1 K below the air, black paint included, because \(\alpha\) has nothing to act on. A night measurement tests the infrared side of the budget, but says nothing about how much sunlight the paint will absorb at noon.

You can also find the irradiance at which the sign changes. Treating \(\alpha\) as independent of the Sun's height, the paint with \(\alpha=0.20\) breaks even at \(G=R_0/\alpha=95.3/0.20\approx480\) W/m². Below that it is colder than the air, above it warmer.

**Q:** Would a wind shield rescue it at noon?

**A:** It would make things worse. A smaller \(h_c\) enlarges the temperature difference, whichever sign it has. Going from \(h_c=20\) to 5 W/m²K takes the surface with \(\alpha=0.04\) from 2.2 K to 5.2 K below the air. The same change takes the one with \(\alpha=0.20\) from 4.0 K to 9.4 K above it. This assumes that the shield is transparent to both sunlight and infrared radiation. Shielding pays once the absorptance is below threshold.

**Q:** What about a selective coating, one that emits only in the window?

**A:** In this model it has the same threshold, since the exchange outside the window cancels at air temperature. Away from air temperature that part of the exchange is \(\int\varepsilon_\lambda[M_\lambda(T)-M_\lambda(T_a)]\,d\lambda\) over the opaque bands. Below air temperature it is negative, a heat gain, so a selective surface that is already sub-ambient gets colder than a broadband one with the same \(\alpha\) and \(\varepsilon_w\). Above air temperature it is a loss, and the broadband surface is the cooler of the two. Selectivity does not pay for absorbed sunlight.

**Q:** How far should I trust the figure of ten percent for a real roof?

**A:** As a typical size, not as a constant. The four absorptances are rough values in the regimes of a good silver-backed polymer film (0.04), a very reflective white surface (0.10), ordinary white roof paint (0.20) and black paint (0.95). An irradiance of 1000 W/m² is a usual round figure for strong sun.

The least secure assumption is the sky. With a humid window, \(t=0.50\), the budget of your coating falls to 47 W/m² and the threshold to 4.7 %. With a very dry one, \(t=0.95\), they rise to 128 W/m² and 12.8 %. So ten percent overspends the first budget by a factor of two and leaves something over in the second.

Other simplifications, changed one at a time from the case \(t=0.80\), shift the budget as follows:

- Ozone absorbs near 9.6 µm. Making the air opaque from 9.4 to 9.9 µm removes 10 W/m². This overstates the loss, because ozone lies high in cold air and radiates less than the model assumes.
- Dry air can be slightly transparent from 16 to 25 µm. A zenith transmittance of 0.20 there adds 10 W/m².
- If the radiating air is 3 K colder than the air at the roof, the budget gains 13 W/m².
- A smooth dielectric of refractive index 1.5 emits poorly at grazing angles. Its emissivity is 0.96 at normal incidence and 0.91 averaged over the hemisphere. Using it in place of the constant 0.95 lowers the budget by 2 W/m². The sign of the angular effect depends on which emissivity is quoted. Against a constant equal to the normal value the fall-off costs 3 W/m². Against a constant equal to the hemispherical value it gains 2 W/m², because grazing directions see little cold sky anyway.
- The law \(t^{1/\mu}\) holds wavelength by wavelength, and a real window is not uniform. A window that is half clear and half at \(t=0.60\) has the same mean transmittance of 0.80 but adds about 6 W/m².

Each 10 W/m² moves the threshold by one percentage point. The result of 0.3 K above the air for \(\alpha=0.10\) is therefore too close to zero for its sign to be trusted: the colder sky air alone would reverse it. In that case, or with the second window open, emissivity outside 8 to 13 µm also contributes to the budget, and the threshold is no longer the same for selective and broadband coatings.

**Q:** Could I at least bring the solar absorptance to zero?

**A:** Not quite, if you keep the emissivity. A little sunlight arrives inside the thermal window, and there Kirchhoff's law does bind you: a surface that emits perfectly at those wavelengths absorbs that light. The amount is roughly 1 W/m², a floor of about 0.1 % on \(\alpha\) for a coating that emits only in the window. A broadband paint has a higher floor under a real sky. About 1.6 % of the solar blackbody power lies between 3 and 5 µm, part of it reaches the ground, and a paint that emits there absorbs it. Both amounts are well below the threshold.

Dirt matters much more. If soiling raises \(\alpha\) by 0.05, it costs 50 W/m² at noon, about half the budget, even if the emissivity stays at 0.95.

**Q:** So what should I ask the paint supplier?

**A:** Ask for the solar absorptance, averaged over the whole solar spectrum and measured after weathering as well as when new. Multiply it by your peak irradiance and compare the product with \(R_0\) for your local sky. The emissivity enters through \(R_0\), so ask for its value between 8 and 13 µm rather than the total. If that value is 0.95, it is already close to the best it can do. The numerical output below lists most of the values we discussed.

## Computed results

```
air temperature: 300 K
solar irradiance: 1000 W/m2
window: 8 to 13 um, zenith transmittance 0.80
coating emissivity: 0.95
heat transfer coefficient h: 10 W/m2K
solar colour temperature (rough): 5800 K
solar blackbody fraction beyond 4 um: 0.96 %
300 K blackbody fraction below 4 um: 0.21 %
blackbody exitance at air temperature: 459.3 W/m2
blackbody exitance in window: 148.0 W/m2
optical depth tau: 0.2231
hemispherical transmittance 2E3(tau): 0.6780
sky radiation S: 359.0 W/m2
budget of perfect emitter R_max: 100.3 W/m2
budget of coating R0: 95.3 W/m2
threshold solar absorptance: 9.53 %
threshold for perfect emitter: 10.03 %
sunlight absorbed at 10 %: 100.0 W/m2
that sunlight as share of R0: 104.9 %
cost ratio, absorptance point to emissivity point: 9.97
radiative coefficient 4 eps sigma Ta^3: 5.82 W/m2K
noon T - Ta, alpha 0.04, full solution: -3.52 K
noon T - Ta, alpha 0.10, full solution: +0.30 K
noon T - Ta, alpha 0.20, full solution: +6.54 K
noon T - Ta, alpha 0.95, full solution: +49.10 K
noon T - Ta, alpha 0.04, linear formula: -3.50 K
noon T - Ta, alpha 0.10, linear formula: +0.30 K
noon T - Ta, alpha 0.20, linear formula: +6.62 K
night T - Ta, any alpha: -6.09 K
noon T - Ta, alpha 0.04, h 5 W/m2K: -5.18 K
noon T - Ta, alpha 0.20, h 5 W/m2K: +9.43 K
noon T - Ta, alpha 0.04, h 20 W/m2K: -2.15 K
noon T - Ta, alpha 0.20, h 20 W/m2K: +4.04 K
noon T - Ta, alpha 0.20, emissivity 0.50: +11.32 K
dT/deps at alpha 0.20: -8.74 K per unit emissivity
humid window, t 0.50: R0 47.1 W/m2, threshold 4.71 %
very dry window, t 0.95: R0 127.6 W/m2, threshold 12.76 %
R0 change, opaque ozone band 9.4-9.9 um: -10.1 W/m2
R0 change, 16-25 um window with t 0.20: +9.8 W/m2
R0 change, sky air 3 K colder: +12.8 W/m2
R0 change, smooth dielectric of index 1.5: -2.1 W/m2
sunlight inside thermal window (rough): 0.82 W/m2
```
